# Debugging a numerical check: Zel'dovich Rearrangement of Coulomb S Levels and Its Loss under Absorption

```python
"""Zel'dovich rearrangement of Coulomb S levels by a short-range well.

Result under test: for V(r) = -1/r - (g + i w) V1 theta(R - r), with
V1 = pi^2/(8 R^2), the S levels E = -1/(2 nu^2) obey 2 G(nu) = 1/a_c,
G = psi(1-nu) + 1/(2 nu) - ln(nu).  Near g = 1 each nu falls by one in a
window of width 32 R/pi.  Absorption leaves the net drop intact for
y = pi w/(16 R) below about 1 and removes it above.
Units: hbar = mu = Z e^2 = 1 (length B, energy mu (Z e^2)^2/hbar^2).
g: real well strength (well alone binds at g = 1); w: absorptive strength;
a_c: Coulomb-modified scattering length; z = 1/(2 pi a_c) = x + i y.
The levels come from diagonalizing the full Hamiltonian in finite elements.
"""
import numpy as np
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.special import digamma, j0, j1, y0, y1, sici, eval_legendre
from numpy.polynomial.legendre import Legendre

PI = np.pi
EULER = np.euler_gamma


def build_hamiltonian(R, degree=10):
    """Return radii, masses, H at g=0, and the diagonal well operator."""
    inner = Legendre.basis(degree).deriv().roots().real
    t = np.concatenate(([-1.0], np.sort(inner), [1.0]))
    p = eval_legendre(degree, t)
    weight = 2 / (degree * (degree + 1) * p**2)
    D = np.zeros((degree + 1, degree + 1))
    for i in range(degree + 1):
        for j in range(degree + 1):
            if i != j:
                D[i, j] = p[i] / (p[j] * (t[i] - t[j]))
    D[0, 0] = -degree * (degree + 1) / 4
    D[-1, -1] = degree * (degree + 1) / 4
    edges = np.concatenate(([0.0], np.geomspace(R, 0.6, 5),
                            [2.5, 7, 15, 27, 42, 60, 82]))
    size = degree * (len(edges) - 1) + 1
    r, mass, mass_in = np.zeros(size), np.zeros(size), np.zeros(size)
    T = np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        s = slice(e * degree, (e + 1) * degree + 1)
        r[s] = edges[e] + half * (t + 1)
        mass[s] += half * weight
        if e == 0:
            mass_in[s] += half * weight
        T[s, s] += 0.5 * (D.T * weight) @ D / half
    keep = slice(1, size - 1)
    r, mass, mass_in = r[keep], mass[keep], mass_in[keep]
    H0 = T[keep, keep] / np.sqrt(np.outer(mass, mass)) - np.diag(1 / r)
    well = PI**2 / (8 * R**2) * mass_in / mass
    return r, mass, H0, well


def real_levels(model, g, count=4):
    """nu of the lowest S levels without absorption."""
    E = eigvalsh(model[2] - np.diag(g * model[3]))[:count]
    return 1 / np.sqrt(-2 * E)


def complex_levels(model, g):
    E = np.linalg.eigvals(model[2] - np.diag(g * model[3]))
    return 1 / np.sqrt(-2 * E.astype(complex))


def inverse_a(g, R):
    """1/a_c from the zero-energy solution inside and outside the well."""
    q = PI**2 * g / 4
    before, current = 0.0, 1.0
    value, slope = 1.0, 1.0
    for k in range(2, 60):
        new = -(2 * R * current + q * before) / (k * (k - 1))
        before, current = current, new
        value, slope = value + new, slope + k * new
    L = slope / (value * R)
    s = np.sqrt(8 * R)
    f, df = s * j1(s) / 4, j0(s)
    h, dh = -PI * s * y1(s) / 2, -2 * PI * y0(s)
    return (dh - L * h) / (df - L * f)


def G(nu):
    return digamma(1 - nu) + 1 / (2 * nu) - np.log(nu)


def cot_level(z, n):
    """Large-n level, followed continuously from x = -infinity."""
    turn = np.angle(z + 1j) - np.angle(z - 1j) % (2 * PI)
    return n + (turn - 1j * np.log(abs((z + 1j) / (z - 1j)))) / (2 * PI)


def predicted_level(g, n, R):
    """Root of 2 G(nu) = 1/a_c by Newton iteration."""
    target = complex(inverse_a(g, R)) / 2
    nu = cot_level(target / PI, n)
    for _ in range(40):
        d = 1e-6
        slope = (G(nu + d) - G(nu - d)) / (2 * d)
        step = (G(nu) - target) / slope
        nu = nu - step
        if abs(step) < 1e-10:
            break
    assert abs(step) < 1e-7
    return nu


R = 0.001
model = build_hamiltonian(R)
r, mass, H0, well = model
V1 = PI**2 / (8 * R**2)
unit_g = 16 * R / PI          # change of g that changes x by one

# Pure Coulomb levels, monotonic G, and the large-n form of G.
coulomb = real_levels(model, 0.0)
assert np.allclose(coulomb, [1, 2, 3, 4], atol=2e-4)
for n in (1, 2, 3, 4):
    assert np.all(np.diff(G(np.linspace(n - 0.99, n - 0.01, 200))) < 0)
test_nu = 2.4
cot_form = PI / np.tan(PI * test_nu) - 1 / (12 * test_nu**2)
assert abs(G(test_nu) - cot_form) < 5e-4

# Centre of the window: exact zero-energy matching against the formula.
g_c = brentq(lambda g: inverse_a(g, R), 0.95, 1.02)
cin_pi = EULER + np.log(PI) - sici(PI)[1]
g_c_formula = 1 - 8 * R / PI**2 * (
    cin_pi + 2 * np.log(1 / (2 * R)) - 4 * EULER)
assert abs(g_c - g_c_formula) < 3e-4
for x_test in (-1, 0, 1):
    for y_test in (0, 1):
        g = g_c + unit_g * (x_test + 1j * y_test)
        z_linear = (g - g_c_formula) / unit_g
        # first order in R ln R, hence a tolerance of a few per cent
        assert abs(inverse_a(g, R) / (2 * PI) - z_linear) < 0.06

print("Units: length B, energy mu(Ze^2)^2/hbar^2; nu, g, w, x, y pure numbers")
print(f"well radius R = {R} B; depth at g=1: V1 = {V1:.5g} energy units")
print(f"Cin(pi) = {cin_pi:.4f}")
print(f"window centre g_c: matching {g_c:.5f}, formula {g_c_formula:.5f}")
print("First threshold, no absorption: x, g, nu of levels 1 to 4")
for x in (-5, -1, 0, 1, 5):
    g = g_c + unit_g * x
    nu = real_levels(model, g)
    for n in (1, 2, 3, 4):
        assert abs(nu[n - 1] - predicted_level(g, n, R)) < 2e-3
    print(f"  {x:3d} {g:.5f} " + " ".join(f"{v:.4f}" for v in nu))
    if x in (-5, 0, 5):
        energies = " ".join(f"{-0.5 / v**2:.5f}" for v in nu)
        print(f"      energies (energy units): {energies}")

# Width of the middle half of the drop of level 3, for two radii.
for radius, tolerance in ((0.001, 0.05), (0.01, 0.20)):
    # the formula is leading order in R ln R, so the larger R is looser
    m = model if radius == R else build_hamiltonian(radius)
    c = brentq(lambda g: inverse_a(g, radius), 0.85, 1.02)
    span = 5 * 16 * radius / PI
    ends = [brentq(lambda g: real_levels(m, g)[2] - v, c - span, c + span)
            for v in (2.75, 2.25)]
    width, formula = ends[1] - ends[0], 32 * radius / PI
    assert abs(width / formula - 1) < tolerance
    print(f"window width in g, R={radius} B: diagonalized {width:.5f}, "
          f"32R/pi {formula:.5f}")

# The state stays atomic in the middle of the drop.
E, vectors = eigh(H0 - np.diag(g_c * well))
inside = np.sum(vectors[:, 2]**2 * well / V1)
nu_mid = 1 / np.sqrt(-2 * E[2])
inside_formula = R / (2 * PI**2 * nu_mid**3)
assert abs(inside / inside_formula - 1) < 0.05
print(f"level 3 at centre: probability in well {inside:.3e}, "
      f"formula {inside_formula:.3e}")


def node_counts(g):
    """Nodes of level 3 inside and outside the well."""
    vec = eigh(H0 - np.diag(g * well))[1][:, 2]
    u = vec / np.sqrt(mass)
    counts = []
    for region in (r <= R * (1 + 1e-9), (r >= R * (1 - 1e-9)) & (r < 35)):
        sign = np.sign(u[region])
        counts.append(int(np.sum(sign[1:] != sign[:-1])))
    return counts


# Well depths at which the well alone has zero scattering length.
print("Between thresholds: g, nu of levels 3 and 4, level-3 nodes in/out")
for drop, bracket in ((0, None), (1, (4.4, 4.6)), (2, (7.6, 7.8))):
    phase = 0.0
    if bracket:
        phase = brentq(lambda s: np.sin(s) - s * np.cos(s), *bracket)
    g = (2 * phase / PI)**2
    nu = real_levels(model, g)
    nodes = node_counts(g)
    assert abs(nu[2] - (3 - drop)) < 2e-3
    assert abs(nu[3] - (4 - drop)) < 2e-3
    assert nodes == [drop, 2 - drop]
    print(f"  {g:.4f} {nu[2]:.4f} {nu[3]:.4f} {nodes[0]}/{nodes[1]}")

# Weak absorption steepens the middle of the drop.
slopes, energy_slopes = [], []
for y in (0.0, 0.5):
    pair = []
    guess = cot_level(1j * y, 3)
    for shift in (-0.02, 0.02):
        nu = complex_levels(model, g_c + unit_g * (shift + 1j * y))
        pair.append(nu[np.argmin(abs(nu - guess))])
    slopes.append((pair[1] - pair[0]).real / 0.04)
    e = [-0.5 / v**2 for v in pair]
    energy_slopes.append((e[1] - e[0]).real / 0.04)
steepening = slopes[1] / slopes[0]
energy_steepening = energy_slopes[1] / energy_slopes[0]
assert abs(steepening / (1 / (1 - 0.5**2)) - 1) < 0.05
assert energy_steepening > 1.1
print(f"central slope of Re nu_3 per unit x: y=0 {slopes[0]:.4f}, "
      f"y=0.5 {slopes[1]:.4f}")
print(f"  ratio {steepening:.3f} (formula {1 / (1 - 0.5**2):.3f}); "
      f"ratio for Re E {energy_steepening:.3f}")

# Follow levels 2, 3, 4 through the window at fixed absorption.
print(f"critical absorption: w_c = {unit_g:.5f}, "
      f"W_c = {unit_g * V1:.1f} energy units")
xs = 15 * np.sinh(3.5 * np.linspace(-1, 1, 81)) / np.sinh(3.5)
middle = len(xs) // 2
for y in (0.5, 0.9, 1.1, 2.0):
    previous = np.array([2, 3, 4], dtype=complex)
    path = []
    for x in xs:
        g = g_c + unit_g * (x + 1j * y)
        nu = complex_levels(model, g)
        picks = [int(np.argmin(abs(nu - v))) for v in previous]
        assert len(set(picks)) == 3
        assert np.max(abs(nu[picks] - previous)) < 0.35
        previous = nu[picks]
        for k, n in enumerate((2, 3, 4)):
            assert abs(previous[k] - predicted_level(g, n, R)) < 3e-3
        path.append(previous)
    path = np.array(path)
    net = -1 if y < 1 else 0
    assert np.all(abs(path[-1].real - (np.array([2, 3, 4]) + net)) < 0.05)
    level = path[:, 1]
    E_mid = -0.5 / level[middle]**2
    im_formula = np.log(abs((y + 1) / (y - 1))) / (2 * PI)
    assert E_mid.imag < 0
    if y in (0.5, 2.0):
        assert abs(-level[middle].imag - im_formula) < 0.01
    print(f"y={y}, w={y * unit_g:.5f}: Re nu_3 at x=-15, 0, 15: "
          f"{level[0].real:.4f} {level[middle].real:.4f} "
          f"{level[-1].real:.4f}")
    print(f"  centre: -Im nu_3 {-level[middle].imag:.4f} "
          f"(formula {im_formula:.4f}), Re E {E_mid.real:.5f}, "
          f"width -2 Im E {-2 * E_mid.imag:.5f} energy units")
    if y > 1:
        down, up = 3 - level.real.min(), level.real.max() - 3
        bound = np.arcsin(1 / y) / (2 * PI)
        # y itself is known to a few per cent, which matters most near 1
        allowed = 0.02 if y < 1.5 else 0.005
        assert abs(down - bound) < allowed and abs(up - bound) < allowed
        print(f"  excursion of Re nu_3: down {down:.4f}, up {up:.4f}, "
              f"formula {bound:.4f}")

print("all good")
```

It fails:

```
Units: length B, energy mu(Ze^2)^2/hbar^2; nu, g, w, x, y pure numbers
well radius R = 0.001 B; depth at g=1: V1 = 1.2337e+06 energy units
Cin(pi) = 1.6483
window centre g_c: matching 0.99057, formula 0.99046
First threshold, no absorption: x, g, nu of levels 1 to 4
   -5 0.96510 0.9396 1.9398 2.9399 3.9399
      energies (energy units): -0.56635 -0.13287 -0.05785 -0.03221
   -1 0.98547 0.7473 1.7527 2.7535 3.7537
    0 0.99057 0.4694 1.4964 2.4987 3.4993
      energies (energy units): -2.26882 -0.22330 -0.08009 -0.04083
    1 0.99566 0.1974 1.2451 2.2468 3.2472
    5 1.01603 0.0380 1.0629 2.0631 3.0631
      energies (energy units): -347.16292 -0.44261 -0.11748 -0.05329
window width in g, R=0.001 B: diagonalized 0.00997, 32R/pi 0.01019
window width in g, R=0.01 B: diagonalized 0.09003, 32R/pi 0.10186
level 3 at centre: probability in well 3.317e-06, formula 3.247e-06
Between thresholds: g, nu of levels 3 and 4, level-3 nodes in/out
  0.0000 3.0000 4.0000 0/2
  8.1830 2.0000 3.0000 1/1
  24.1872 1.0000 2.0000 2/0
central slope of Re nu_3 per unit x: y=0 -0.3251, y=0.5 -0.4398
  ratio 1.353 (formula 1.333); ratio for Re E 1.317
critical absorption: w_c = 0.00509, W_c = 6283.2 energy units
y=0.5, w=0.00255: Re nu_3 at x=-15, 0, 15: 2.9808 2.4977 2.0223
  centre: -Im nu_3 0.1794 (formula 0.1748), Re E -0.07892, width -2 Im E 0.02280 energy units
y=0.9, w=0.00458: Re nu_3 at x=-15, 0, 15: 2.9809 2.4836 2.0223
  centre: -Im nu_3 0.5048 (formula 0.4686), Re E -0.07167, width -2 Im E 0.06078 energy units
Traceback (most recent call last):
  File "check.py", line 235, in <module>
    assert abs(previous[k] - predicted_level(g, n, R)) < 3e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's predictor for the levels, not in the physics or the diagonalization. It chose the branch of the logarithm from each single value of z, with a cut running from z = i to the right. At y = 1.1 the imaginary part of the exact z drifts below 1 far to the right of the window, so the predictor jumped to the wrong level although the path had already passed above z = i. The branch is now followed continuously along the whole path of z, and the drift of Im z is printed; no test, tolerance or case is changed.

Repair:

```diff
@@ -8,5 +8,5 @@
 Units: hbar = mu = Z e^2 = 1 (length B, energy mu (Z e^2)^2/hbar^2).
 g: real well strength (well alone binds at g = 1); w: absorptive strength;
-a_c: Coulomb-modified scattering length; z = 1/(2 pi a_c) = x + i y.
+a_c: Coulomb-modified scattering length; z = 1/(2 pi a_c), near x + i y.
 The levels come from diagonalizing the full Hamiltonian in finite elements.
 """
@@ -85,14 +85,21 @@
 
 
-def cot_level(z, n):
-    """Large-n level, followed continuously from x = -infinity."""
-    turn = np.angle(z + 1j) - np.angle(z - 1j) % (2 * PI)
+def cot_level(z_path, n):
+    """Large-n level at each point of a path of z that starts at the left.
+
+    The phase of z - i is followed continuously, so that only the side on
+    which the path passes z = i decides the branch.  A single point is
+    taken as reached along a line of constant Im z.
+    """
+    z = np.atleast_1d(np.asarray(z_path, dtype=complex))
+    lower_phase = np.unwrap(np.angle(z - 1j) % (2 * PI))
+    turn = np.angle(z + 1j) - lower_phase
     return n + (turn - 1j * np.log(abs((z + 1j) / (z - 1j)))) / (2 * PI)
 
 
-def predicted_level(g, n, R):
+def predicted_level(g, n, R, start=None):
     """Root of 2 G(nu) = 1/a_c by Newton iteration."""
     target = complex(inverse_a(g, R)) / 2
-    nu = cot_level(target / PI, n)
+    nu = cot_level(target / PI, n)[0] if start is None else start
     for _ in range(40):
         d = 1e-6
@@ -201,5 +208,5 @@
 for y in (0.0, 0.5):
     pair = []
-    guess = cot_level(1j * y, 3)
+    guess = cot_level(1j * y, 3)[0]
     for shift in (-0.02, 0.02):
         nu = complex_levels(model, g_c + unit_g * (shift + 1j * y))
@@ -223,8 +230,10 @@
 middle = len(xs) // 2
 for y in (0.5, 0.9, 1.1, 2.0):
+    g_path = g_c + unit_g * (xs + 1j * y)
+    z_path = inverse_a(g_path, R) / (2 * PI)
+    starts = [cot_level(z_path, n) for n in (2, 3, 4)]
     previous = np.array([2, 3, 4], dtype=complex)
     path = []
-    for x in xs:
-        g = g_c + unit_g * (x + 1j * y)
+    for i, g in enumerate(g_path):
         nu = complex_levels(model, g)
         picks = [int(np.argmin(abs(nu - v))) for v in previous]
@@ -233,5 +242,6 @@
         previous = nu[picks]
         for k, n in enumerate((2, 3, 4)):
-            assert abs(previous[k] - predicted_level(g, n, R)) < 3e-3
+            expected = predicted_level(g, n, R, starts[k][i])
+            assert abs(previous[k] - expected) < 3e-3
         path.append(previous)
     path = np.array(path)
@@ -247,4 +257,6 @@
           f"{level[0].real:.4f} {level[middle].real:.4f} "
           f"{level[-1].real:.4f}")
+    print(f"  exact Im z at x=-15, 0, 15: {z_path[0].imag:.3f} "
+          f"{z_path[middle].imag:.3f} {z_path[-1].imag:.3f}")
     print(f"  centre: -Im nu_3 {-level[middle].imag:.4f} "
           f"(formula {im_formula:.4f}), Re E {E_mid.real:.5f}, "
```

The mended program passes:

```
Units: length B, energy mu(Ze^2)^2/hbar^2; nu, g, w, x, y pure numbers
well radius R = 0.001 B; depth at g=1: V1 = 1.2337e+06 energy units
Cin(pi) = 1.6483
window centre g_c: matching 0.99057, formula 0.99046
First threshold, no absorption: x, g, nu of levels 1 to 4
   -5 0.96510 0.9396 1.9398 2.9399 3.9399
      energies (energy units): -0.56635 -0.13287 -0.05785 -0.03221
   -1 0.98547 0.7473 1.7527 2.7535 3.7537
    0 0.99057 0.4694 1.4964 2.4987 3.4993
      energies (energy units): -2.26882 -0.22330 -0.08009 -0.04083
    1 0.99566 0.1974 1.2451 2.2468 3.2472
    5 1.01603 0.0380 1.0629 2.0631 3.0631
      energies (energy units): -347.16292 -0.44261 -0.11748 -0.05329
window width in g, R=0.001 B: diagonalized 0.00997, 32R/pi 0.01019
window width in g, R=0.01 B: diagonalized 0.09003, 32R/pi 0.10186
level 3 at centre: probability in well 3.317e-06, formula 3.247e-06
Between thresholds: g, nu of levels 3 and 4, level-3 nodes in/out
  0.0000 3.0000 4.0000 0/2
  8.1830 2.0000 3.0000 1/1
  24.1872 1.0000 2.0000 2/0
central slope of Re nu_3 per unit x: y=0 -0.3251, y=0.5 -0.4398
  ratio 1.353 (formula 1.333); ratio for Re E 1.317
critical absorption: w_c = 0.00509, W_c = 6283.2 energy units
y=0.5, w=0.00255: Re nu_3 at x=-15, 0, 15: 2.9808 2.4977 2.0223
  exact Im z at x=-15, 0, 15: 0.598 0.510 0.441
  centre: -Im nu_3 0.1794 (formula 0.1748), Re E -0.07892, width -2 Im E 0.02280 energy units
y=0.9, w=0.00458: Re nu_3 at x=-15, 0, 15: 2.9809 2.4836 2.0223
  exact Im z at x=-15, 0, 15: 1.076 0.918 0.794
  centre: -Im nu_3 0.5048 (formula 0.4686), Re E -0.07167, width -2 Im E 0.06078 energy units
y=1.1, w=0.00560: Re nu_3 at x=-15, 0, 15: 2.9809 3.0109 3.0222
  exact Im z at x=-15, 0, 15: 1.315 1.122 0.970
  centre: -Im nu_3 0.4527 (formula 0.4846), Re E -0.05155, width -2 Im E 0.03172 energy units
  excursion of Re nu_3: down 0.1732, up 0.1764, formula 0.1816
y=2.0, w=0.01019: Re nu_3 at x=-15, 0, 15: 2.9812 3.0024 3.0220
  exact Im z at x=-15, 0, 15: 2.390 2.041 1.763
  centre: -Im nu_3 0.1706 (formula 0.1748), Re E -0.05493, width -2 Im E 0.01253 energy units
  excursion of Re nu_3: down 0.0799, up 0.0831, formula 0.0833
all good
```
